# Morrison's Theorem: Shape-Independent Electrophoresis with a Thin Double Layer

**Q.** An irregular abrasive grain sits in an electrolyte under a uniform field. Grain and ion cloud together carry no net charge. What makes the grain move at all?

**A.** The field pulls the charged liquid next to the grain along its surface. Take a smooth, rigid, insulating particle whose Debye length \(\lambda=1/\kappa\) is much smaller than every radius of curvature. Locally the surface is then flat. Let \(y\) be the distance from it, \(\psi(y)\) the equilibrium potential with \(\psi(0)=\zeta\) and \(\psi\to0\) outside, \(E_t\) the tangential field and \(u\) the tangential velocity relative to the surface. The permittivity \(\varepsilon\) and viscosity \(\eta\) are constant. With \(\zeta\) and the salt concentration uniform there is no tangential pressure gradient inside the layer, so viscous and electric forces balance:
\[
\eta u''=-\rho E_t,\qquad \rho=-\varepsilon\psi''\quad\Rightarrow\quad \eta u''=\varepsilon E_t\psi'' .
\]
One integration gives \(\eta u'=\varepsilon E_t\psi'+C\). Outside the layer \(\psi'\) vanishes, and \(u'\) is smaller than inside by a factor of order \(\lambda/a\), where \(a\) is the particle size; hence \(C=0\). A second integration with \(u(0)=0\) gives
\[
u=\frac{\varepsilon E_t}{\eta}(\psi-\zeta),\qquad u_s=u(\infty)=-ME_t,\qquad M=\frac{\varepsilon\zeta}{\eta}.
\]
Seen from outside, the liquid slips over the grain.

**Q.** You must have assumed a small zeta potential.

**A.** The step used Poisson's equation but no relation between \(\rho\) and \(\psi\), so \(\zeta\) need not be small compared with \(kT/e\). As a test, the nonlinear Poisson–Boltzmann equation was solved numerically for \(\zeta=-50\) mV with \(kT/e=25.69\) mV. The slip obtained by integrating its charge density was 1.0000000 times \(-ME_t\).

**Q.** The field around a lumpy grain is uneven. What fixes \(E_t\)?

**A.** Charge conservation. Write \(\mathbf E'=-\nabla\phi\) for the local field outside the layer, \(\mathbf E\) for the uniform applied field, and \(\mathbf n\) for the normal pointing into the liquid. The liquid has conductivity \(K\) and the layer an excess surface conductance \(\sigma_s\). No current enters the insulator, so current leaving the layer must have flowed along it:
\[
K\,\mathbf n\cdot\mathbf E'=-\nabla_s\cdot(\sigma_s\mathbf E_t).
\]
The right side is of order \(\sigma_sE/a\). The normal field is therefore of order \(\mathrm{Du}\,E\), with the Dukhin number \(\mathrm{Du}=\sigma_s/(Ka)\). The layer also disturbs the salt concentration outside, by an amount that scales as \(\sinh(e|\zeta|/2kT)/\kappa a\); this can exceed \(\mathrm{Du}\), but it is small when both \(\mathrm{Du}\ll1\) and \(\kappa a\gg1\). The salt outside then stays uniform, and on the surface \(S\) just outside the layer
\[
\nabla^2\phi=0,\qquad \mathbf n\cdot\nabla\phi=0\ \text{on }S,\qquad \phi\to-\mathbf E\cdot\mathbf x\ \text{far away}.
\]

**Q.** How do I know that Du is small at a zeta potential of two thermal voltages?

**A.** It can be calculated. Take a 1:1 salt of number density \(c_0\) for each ion, equal diffusivities \(D\), and \(\Psi=e|\psi|/kT\), with surface value \(\Psi_0\). Then \(\Psi''=\kappa^2\sinh\Psi\). Multiplying by \(\Psi'\) and integrating from outside gives \(\Psi'^2=2\kappa^2(\cosh\Psi-1)\), hence \(|\Psi'|=2\kappa\sinh(\Psi/2)\). Migration of the excess ions contributes
\[
\sigma_1=K\!\int_0^\infty(\cosh\Psi-1)\,dy
=K\!\int_0^{\Psi_0}\!\frac{2\sinh^2(\Psi/2)}{2\kappa\sinh(\Psi/2)}\,d\Psi
=\frac{2K}{\kappa}\Big(\cosh\frac{\Psi_0}{2}-1\Big).
\]
The moving liquid also carries charge. Integrating by parts, with \(\psi-\zeta=0\) at the wall and \(\psi'=0\) outside,
\[
\sigma_2=\frac1{E_t}\int_0^\infty\!\rho u\,dy=\frac{\varepsilon^2}{\eta}\int_0^\infty\!\psi'^2dy
=\frac{4\varepsilon^2\kappa}{\eta}\Big(\frac{kT}{e}\Big)^2\Big(\cosh\frac{\Psi_0}{2}-1\Big).
\]
Since \(K=2c_0e^2D/kT\) and \(\kappa^2=2c_0e^2/(\varepsilon kT)\), we have \(K=\varepsilon\kappa^2D\). Adding the two parts and dividing by \(Ka\),
\[
\mathrm{Du}=\frac{2}{\kappa a}\Big(\cosh\frac{\Psi_0}{2}-1\Big)\Big[1+\frac{2\varepsilon}{\eta D}\Big(\frac{kT}{e}\Big)^2\Big].
\]
The factor \(1/\kappa a\) keeps it small for a thin layer, but the hyperbolic cosine can undo this at high \(\zeta\). A thin layer alone is not sufficient.

**Q.** Now you need the velocity. Which force do you balance against the drag?

**A.** Enclose the particle together with its layer in \(S\). The flux \(\oint\mathbf n\cdot\mathbf E'\,dS\) is zero, so the enclosed charge is zero and far away
\[
\phi=-\mathbf E\cdot\mathbf x+\text{const}+\frac{\mathbf P\cdot\mathbf x}{4\pi\varepsilon r^3}+\dots,
\]
where \(\mathbf P\) is the effective dipole. The outer liquid is neutral, so its Maxwell stress is divergence-free and its surface integral can be moved to a large sphere. The uniform part integrates to zero. The cross terms fall as \(r^{-3}\) while the area grows as \(r^2\), so the electric force vanishes. The torque has an extra factor \(r\) and survives as \(\mathbf P\times\mathbf E\). Since \(\mathbf P\) is proportional to \(E\), this torque is of order \(E^2\). To first order in \(E\), with no other forces and negligible inertia, the hydrodynamic force and torque on \(S\) must each vanish.

**Q.** Then you must solve the Stokes equations around an arbitrary body:
\[
\eta\nabla^2\mathbf v=\nabla p,\quad \nabla\cdot\mathbf v=0,\quad \mathbf v=\mathbf U+\boldsymbol\Omega\times\mathbf x-M\mathbf E_t\ \text{on }S,\quad \mathbf v\to0\ \text{far away}.
\]
That cannot be done in closed form.

**A.** The electric problem already supplies the flow. The slip is proportional to the local field, and that field is tangential on \(S\). Try
\[
\mathbf v=M(\mathbf E-\mathbf E')=M\nabla\chi,\qquad \chi=\phi+\mathbf E\cdot\mathbf x .
\]
- In the liquid, \(\nabla\cdot\mathbf v=M\nabla^2\chi=0\) and \(\nabla^2\mathbf v=M\nabla(\nabla^2\chi)=0\). The Stokes equations hold with constant pressure.
- Far away \(\chi\) is a constant plus a dipole term, so \(\mathbf v\) falls as \(r^{-3}\).
- On \(S\), \(\mathbf E'=\mathbf E_t\), so \(\mathbf v=M\mathbf E-M\mathbf E_t\).

The last line is the required boundary condition with
\[
\mathbf U=M\mathbf E=\frac{\varepsilon\zeta}{\eta}\mathbf E,\qquad \boldsymbol\Omega=0 .
\]

**Q.** You have matched the boundary values. You have not shown that this flow leaves the body free of force and torque.

**A.** Its stress is
\[
\sigma_{ij}=-p\,\delta_{ij}+\eta(\partial_iv_j+\partial_jv_i)=-p\,\delta_{ij}+2\eta M\,\partial_i\partial_j\chi .
\]
A constant \(p\) gives neither force nor torque on a closed surface. The stress obeys \(\partial_j\sigma_{ij}=0\), so the force integral may be moved outward. For the torque,
\[
\partial_k(\epsilon_{ijl}x_j\sigma_{lk})=\epsilon_{ijl}\sigma_{lj}+\epsilon_{ijl}x_j\partial_k\sigma_{lk}=0,
\]
because \(\sigma\) is symmetric and divergence-free, so that integral may be moved too. On a large sphere \(\partial_i\partial_j\chi\sim r^{-4}\). The force scales as \(r^{-4}r^2\) and the torque as \(r^{-4}r^3\). Both tend to zero, and since neither depends on the sphere chosen, both are zero.

**Q.** Might another pair \(\mathbf U,\boldsymbol\Omega\) do equally well?

**A.** Subtract two solutions. The difference \(\mathbf w\) equals \(\mathbf U'+\boldsymbol\Omega'\times\mathbf x\) on \(S\), decays far away, and has zero force \(\mathbf F\) and torque \(\mathbf L\). With strain rate \(e_{ij}\), and the normal of the liquid volume at \(S\) being \(-\mathbf n\),
\[
2\eta\int e_{ij}e_{ij}\,dV=-\oint_S w_i\sigma_{ij}n_j\,dS=-(\mathbf U'\cdot\mathbf F+\boldsymbol\Omega'\cdot\mathbf L)=0 .
\]
The far surface drops out, since even a Stokes flow with \(w\sim r^{-1}\), \(\sigma\sim r^{-2}\) contributes only \(r^{-1}\). So \(e_{ij}=0\) everywhere, and \(\mathbf w\) is a rigid motion. A rigid motion that decays is zero.

**Q.** I still find it odd. Drag depends on shape and direction. Where did it go?

**A.** The surrounding flow is not that of a body dragged by an outside force. A sphere shows this:
\[
\phi=-E\Big(r+\frac{a^3}{2r^2}\Big)\cos\theta,\qquad \chi=-\frac{Ea^3}{2r^2}\cos\theta .
\]
At the surface, \(v_r=M\,\partial_r\chi=ME\cos\theta\) and \(v_\theta=(M/r)\,\partial_\theta\chi=\tfrac12ME\sin\theta\). At the poles the liquid moves with the sphere. At the equator, where \(\hat{\boldsymbol\theta}\) points against the field, it moves the opposite way at half the speed. The disturbance falls as \(r^{-3}\), whereas a dragged body disturbs the liquid as \(r^{-1}\). Where another shape crowds the field lines, slip and return flow change together.

**Q.** A sphere is too kind an example. Has a less symmetric body been tried?

**A.** Yes, one with radius, in the direction of the unit vector \(\mathbf m\),
\[
r=a\,[1+0.10(m_x^2-m_z^2)+0.12\,m_xm_ym_z+0.04\,m_y^3],
\]
which runs from 0.900 to 1.100 \(a\). It has no mirror plane and no centre of inversion; its only symmetry is a half-turn about the \(y\) axis. The potential was built from point sources inside the body and the flow from interior point forces. \(\mathbf U\) and \(\boldsymbol\Omega\) followed from zero total force and torque, without the trial flow.

The principal drag coefficients are 0.987, 1.006 and 1.026 times \(6\pi\eta a\), so drag does depend on direction. Yet for fields along \(x\), \(y\) and \(z\) the velocity agrees with \(M\mathbf E\) to \(7\times10^{-9}\) of \(ME\), and the rotation is below \(10^{-8}\,ME/a\). At twice the surface distance the flow differs from \(M\nabla\chi\) by at most \(1.1\times10^{-7}ME\), where its own largest component is \(0.165\,ME\).

The boundary values themselves were met less closely: the largest errors were \(5\times10^{-5}\) for the electric problem and \(2\times10^{-4}\) for the flow, in scaled units. Why \(\mathbf U\) is so much more accurate was not examined. The body is only mildly deformed, so for needles and plates the argument rests on the proof.

**Q.** What if one side of the grain has a different zeta potential?

**A.** Then \(M\) varies over \(S\), and \(M(\mathbf x)\mathbf E'\) in general no longer extends into the liquid as a divergence-free gradient. Take a sphere with \(\zeta(1+\tfrac12m_z)\), keeping \(M\) for the mean. Compare its flow with that of a sphere rotating at \(\hat{\boldsymbol\Omega}\), which is \(\hat{\mathbf v}=\hat{\boldsymbol\Omega}\times\mathbf x\,a^3/r^3\), with traction
\[
\hat{\boldsymbol\sigma}\cdot\mathbf n=\eta\,r\frac{\partial}{\partial r}\frac{\hat{\mathbf v}}{r}\Big|_{r=a}=-3\eta\,\hat{\boldsymbol\Omega}\times\mathbf n .
\]
For two Stokes flows, \(\nabla\cdot(\hat{\boldsymbol\sigma}\cdot\mathbf v-\boldsymbol\sigma\cdot\hat{\mathbf v})=0\), because both viscous products equal \(2\eta\,e_{ij}\hat e_{ij}\). Hence
\[
\oint\mathbf v\cdot\hat{\boldsymbol\sigma}\cdot\mathbf n\,dS=\oint\hat{\mathbf v}\cdot\boldsymbol\sigma\cdot\mathbf n\,dS=\hat{\boldsymbol\Omega}\cdot\mathbf L=0 .
\]
Insert \(\mathbf v=\mathbf U+\boldsymbol\Omega\times a\mathbf n+\mathbf u_s\). The \(\mathbf U\) term averages to zero and the rotation term gives \(\tfrac23a\,\boldsymbol\Omega\cdot\hat{\boldsymbol\Omega}\), so \(\boldsymbol\Omega=-\frac{3}{2a}\langle\mathbf n\times\mathbf u_s\rangle\). The tangential field on a sphere is \(\frac32(\mathbf E-\mathbf n\,\mathbf n\cdot\mathbf E)\), and \(\langle n_z\mathbf n\rangle=\hat{\mathbf z}/3\). Thus
\[
\langle\mathbf n\times\mathbf u_s\rangle=-\tfrac32M\cdot\tfrac12\cdot\tfrac13\,\hat{\mathbf z}\times\mathbf E,\qquad
\boldsymbol\Omega=\frac{3M}{8a}\,\hat{\mathbf z}\times\mathbf E .
\]
The coefficient is 0.375. The lumpy body with the same patchiness gave 0.363 as the largest value for the three field directions. For a field along \(x\) its velocity was still \(1.000\,ME\) along the field, with a sideways part of \(-0.004\,ME\). The unchanged part along the field is due to the symmetry of this body: the half-turn about \(y\) reverses the uneven part of \(\zeta\) but leaves the coefficient linking \(U_x\) to \(E_x\) as it was, so the contribution of the uneven part equals its own negative and vanishes. Without this symmetry the change would still be small for so mildly deformed a body, because on a sphere a patch of this form adds nothing to \(\mathbf U\): \(\langle n_z(\mathbf E-\mathbf n\,\mathbf n\cdot\mathbf E)\rangle=0\). A normal-looking velocity is therefore no proof of a uniform zeta potential.

**Q.** Give me numbers for a polishing particle.

**A.** Take rough values for a coarse, irregular particle: \(a=500\) nm, \(\zeta=-50\) mV, 10 mM of 1:1 salt, 298 K, relative permittivity 78.4, viscosity 0.89 mPa s, field 10 V/cm. Then \(\varepsilon=78.4\times8.854\times10^{-12}=6.94\times10^{-10}\) F/m and
\[
M=\frac{6.94\times10^{-10}\times(-0.050)}{0.89\times10^{-3}}\ \frac{\mathrm{m^2}}{\mathrm{V\,s}}=-3.90\times10^{-4}\ \frac{\mathrm{cm^2}}{\mathrm{V\,s}} .
\]
Multiplying by 10 V/cm gives \(-3.90\times10^{-3}\) cm/s, or \(-39\) µm/s. The minus sign means motion against the field.

**Q.** And the layer is not infinitely thin. How wrong is that?

**A.** The Debye length is 3.04 nm, so \(\kappa a=164.5\). For a sphere at small \(\zeta\) the correction can be derived. Let \(\hat{\mathbf v}\) now be the flow of a sphere moving with unit velocity \(\hat{\mathbf z}\) along the field; its drag is \(-6\pi\eta a\hat{\mathbf z}\). The real liquid feels the force density \(\rho\mathbf E'\), with \(\rho\) the equilibrium charge; ion displacements change \(U\) only by a relative amount of order \((e\zeta/kT)^2\). The comparison of the two flows now reads
\[
6\pi\eta aU+\hat{\mathbf z}\cdot\mathbf F_h=\int\rho\,\mathbf E'\cdot\hat{\mathbf v}\,dV .
\]
The hydrodynamic force \(\mathbf F_h\) balances the electric force on the particle, which is opposite to that on its cloud, so \(\mathbf F_h=\int\rho\mathbf E'dV\). Therefore
\[
6\pi\eta aU=\int\rho\,\mathbf E'\cdot(\hat{\mathbf v}-\hat{\mathbf z})\,dV .
\]
With \(s=a/r\), the fields are \(E'_r=E(1-s^3)\cos\theta\), \(E'_\theta=-E(1+\frac12s^3)\sin\theta\), \(\hat v_r=\frac12(3s-s^3)\cos\theta\), \(\hat v_\theta=-\frac14(3s+s^3)\sin\theta\). Averaging over angles (\(\cos^2\theta\to\frac13\), \(\sin^2\theta\to\frac23\)),
\[
U=\frac{E}{6\pi\eta a}\int_a^\infty4\pi r^2\rho\,G\,dr,
\]
\[
G=\tfrac13(1-s^3)\big(\tfrac{3s-s^3}{2}-1\big)+\tfrac23\big(1+\tfrac{s^3}2\big)\big(\tfrac{3s+s^3}{4}-1\big),
\]
with \(\rho=-\varepsilon\kappa^2\zeta\,(a/r)\,e^{-\kappa(r-a)}\). Close to the surface, with \(y=r-a\), the first term of \(G\) is of higher order and the second gives \(G\approx-3y/2a\). Since \(\int_0^\infty ye^{-\kappa y}dy=\kappa^{-2}\), this returns \(U=\varepsilon\zeta E/\eta\). For a very thick layer the charge lies where \(G\to-1\). Then \(U=QE/6\pi\eta a\) with particle charge \(Q=4\pi\varepsilon a\zeta\), which is two thirds of the thin-layer value.

At \(\kappa a=164.5\) the integral gives 0.983 of the thin-layer velocity, a loss of 1.7%. Surface conduction, with ion diffusivity \(2.0\times10^{-9}\) m²/s, has \(\mathrm{Du}=0.0094\), so its relative effect should be of the order of one percent.

**Q.** You also set aside a torque of order \(E^2\).

**A.** For the lumpy body the Maxwell torque turns it at no more than \(0.0144\,\varepsilon E^2/\eta\) over the orientations sampled, about 0.011 rad/s here. Its scale relative to \(|U|/a\) is \(Ea/|\zeta|=0.5\ \mathrm{mV}/50\ \mathrm{mV}=0.01\), so it grows in importance with field and size. Other effects of order \(E^2\), such as field-induced changes of \(\zeta\), are not in this figure. Brownian rotation, with a diffusivity \(D_r=1.44\) rad²/s, scrambles the orientation in about \(1/2D_r=0.35\) s. The result \(\boldsymbol\Omega=0\) thus refers to the mean rotation driven at first order in \(E\). The patchiness above would at first be far more visible: \(0.363\times39\ \text{µm/s}/0.5\ \text{µm}=28\) rad/s. This is not a lasting spin. For the patchy sphere \(\boldsymbol\Omega\propto\hat{\mathbf z}\times\mathbf E\), so the turning dies out as the patch axis swings into line with the field.

**Q.** Would you trust 39 µm/s in a real slurry?

**A.** For this model particle the neglected effects are small. A sphere of this size with an excess density of 1.0 g/cm³ settles at 0.61 µm/s (this excess is close to that of silica; alumina or ceria, with excess densities near 3 and 6 g/cm³, settle at about 5% and 10% of the electrophoretic speed), and the Reynolds number is \(2\times10^{-5}\). The Joule heating rate is 0.036 K/s, about 2 K per minute if no heat escapes, which would lower the viscosity noticeably in a long run.

For a grain much smaller than 500 nm the thin-layer assumption becomes poor. In the same salt, \(\kappa a=10\) means a radius of about 30 nm. The small-\(\zeta\) sphere then moves at 0.835 of the thin-layer velocity, and at \(-50\) mV the Dukhin number, which scales as \(1/\kappa a\), rises to about 0.15. Shape independence is then no longer assured. Real grains may also have edges sharper than the Debye length, facets or adsorbed species that make \(\zeta\) uneven, and neighbours or walls close enough to disturb the flow. Ions behind the slip plane may also conduct, which adds to the surface conduction counted in the Dukhin number above. The result applies to a single grain for which none of these matters, and it gives the velocity relative to the distant liquid. Charged cell walls set that liquid moving by electro-osmosis even in a wide cell, so the liquid's own velocity must be subtracted from the observed one.

## Table of computed values

```
BODY WITHOUT SYMMETRY (scaled units)
largest / smallest radius: 1.100 / 0.900 a
drag / (6 pi eta a), principal values: [0.9867 1.0063 1.0259]
U / (eps zeta E / eta), columns = field along x, y, z:
    1.000000  -0.000000   0.000000
    0.000000   1.000000  -0.000000
    0.000000   0.000000   1.000000
largest velocity deviation from theorem: 7.0e-09
largest rotation, unit eps zeta E/(eta a): 6.3e-09
boundary error, electric / flow: 5.1e-05 / 2.0e-04
outer flow minus potential flow, largest: 1.1e-07
outer flow itself, largest component: 0.165
outer pressure, uniform zeta: 2.9e-07
outer pressure, patchy zeta: 0.219
patchy zeta = zeta (1 + 0.5 n_z), n_z = direction cosine from origin:
   largest rotation, unit eps zeta E/(eta a): 0.363
   U for field along x: [ 1.     -0.0037  0.    ]
EXAMPLE INPUTS
temperature: 298.15 K
relative permittivity: 78.4
viscosity: 0.89 mPa s
zeta potential: -50 mV
field: 10 V/cm
size parameter a: 500 nm
salt: 10 mM; ion diffusivity: 2.0e-9 m2/s
density excess: 1.0 g/cm3
EXAMPLE RESULTS
thermal voltage kT/e: 25.69 mV
Debye length: 3.04 nm; kappa a: 164.5
layer slip / Smoluchowski slip: 1.0000000
mobility: -3.900e-4 cm2/(V s)
velocity along field: -39.00 um/s
NEGLECTED EFFECTS
finite layer, sphere, small zeta: U ratio 0.9826
   same at kappa a = 10: 0.8352
Dukhin number: 0.0094
potential drop E a: 0.50 mV
E^2 rotation, largest over orientations: 0.0113 rad/s
   in units eps E^2/eta: 0.0144
Brownian rotational diffusivity: 1.44 rad2/s
rotation if zeta were patchy as above: 28.3 rad/s
settling speed, sphere: 0.61 um/s
Reynolds number: 2.2e-05
conductivity: 0.150 S/m
Joule heating rate: 0.036 K/s
```
